# Accelerated Electrostatic Energy of Ferroelectric Stripe Domains in Finite Films

## Definitions and conventions

A film occupies $|z|<d/2$, with vacuum outside and no electrodes. Its fixed polarization points along $z$ and alternates between $+P$ and $-P$ in stripes of width $w$ along $x$, so the period is $2w$. The walls are vertical and infinitely sharp. The film also has a linear background permittivity $\mathrm{diag}(\varepsilon_x,\varepsilon_z)$, with both entries at least 1.

The algebra uses atomic units, $4\pi\varepsilon_0=1$. For numbers in e, eV and Å, $P^2$ is multiplied by the Coulomb constant. Define

$$g=\sqrt{\varepsilon_x\varepsilon_z},\qquad c=\sqrt{\varepsilon_x/\varepsilon_z},\qquad t=\frac{\pi c d}{w}.$$

Narrow stripes have $t\gg1$ and wide stripes $t\ll1$. All sums over $n$ run over positive odd integers. The quantity to be computed is the electrostatic energy $U$ per unit film area.

## The odd-harmonic series

The square wave has the expansion

$$P(x)=\sum_n P_n\sin k_nx,\qquad P_n=\frac{4P}{\pi n},\qquad k_n=\frac{n\pi}{w}.$$

Since $P$ is parallel to the walls, $\nabla\cdot\mathbf P=0$ there. The charge of the fixed polarization lies only on the surfaces: $P(x)$ on top and $-P(x)$ below. The potential is therefore odd in $z$.

Inside the film, $\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0$ gives $\phi\propto\sinh(ck_nz)\sin k_nx$. Above the film, $\phi\propto e^{-k_n(z-d/2)}\sin k_nx$. Let $\phi_n$ be the common amplitude at the top surface. The outside field is $E_z=k_n\phi_n$, and the inside field is $E_z=-ck_n\phi_n\coth(ck_nd/2)$. Continuity of the total normal displacement requires

$$k_n\phi_n=-\varepsilon_zck_n\phi_n\coth(ck_nd/2)+4\pi P_n.$$

With $\varepsilon_zc=g$ and $ck_nd=nt$,

$$\phi_n=\frac{4\pi P_n}{k_n[1+g\coth(nt/2)]}.$$

The energy includes the work stored in the background response. It is $(8\pi)^{-1}\int\mathbf E\cdot\varepsilon\mathbf E\,dV$, which integration by parts turns into half the integral of fixed-polarization charge times potential. The two surfaces contribute equally, and $\langle\sin^2k_nx\rangle=1/2$, so $U=\frac12\sum_nP_n\phi_n$. Substitution gives

$$U=\frac{32P^2w}{\pi^2}F(t,g),\qquad
F=\sum_n\frac{1}{n^3[1+g\coth(nt/2)]}.$$

This formula was tested against a two-dimensional finite-volume solution of Poisson's equation that uses no harmonic expansion. At $d/w=0.5$ and permittivities $(16,4)$, extrapolation from two grids gives $U/(P^2w)=0.35208$ and the series $0.35214$.

## Why direct summation is slow

For $nt\ll1$, $\coth(nt/2)\simeq2/(nt)$, and the terms fall as $n^{-2}$. They reach their final $n^{-3}$ decay when $nt\gg1$. After $M$ odd harmonics, with $Mt\gg1$, the remainder is approximately

$$\frac{1}{1+g}\,\frac12\int_{2M}^{\infty}\frac{dn}{n^3}=\frac{1}{16M^2(1+g)}.$$

The factor $1/2$ is the density of odd integers. A relative error $\eta$ thus needs $M\simeq[16(1+g)F\eta]^{-1/2}$. For $g=8$ and $t=0.001$, $F=7.70756\times10^{-5}$. With $\eta=10^{-8}$ this gives about 94,900 harmonics, in agreement with the counted 94,921.

## Image expansion without cancellation

Set $q=e^{-nt}$ and $r=(g-1)/(g+1)$, so $0\le r<1$. Since $\coth(nt/2)=(1+q)/(1-q)$,

$$\frac1{1+g\coth(nt/2)}
=\frac{1-q}{(1-q)+g(1+q)}
=\frac{1-q}{(1+g)(1+rq)}.$$

Two geometric series give

$$\sum_{m=1}^{\infty}(-r)^{m-1}(1-q^m)
=\frac1{1+r}-\frac q{1+rq}
=\frac{1-q}{(1+r)(1+rq)}. \tag{1}$$

Absolute convergence allows the sums over $m$ and $n$ to be exchanged. Using $(1+r)/(1+g)=2g/(1+g)^2$,

$$F=\frac{2g}{(1+g)^2}\sum_{m=1}^{\infty}(-r)^{m-1}D(mt),\qquad
D(y)=\sum_n\frac{1-e^{-ny}}{n^3}. \tag{2}$$

Working with $D$, which vanishes with $y$, avoids subtracting two numbers of order one to obtain a result of order $t$.

For $g=1$, $r=0$ and one image remains: $F=D(t)/2$. This covers a film with no background response.

### Evaluating $D$

For $y>1$, use

$$D(y)=\frac{7\zeta(3)}8-\sum_n\frac{e^{-ny}}{n^3}.$$

The constant follows from $\sum_nn^{-3}=(1-2^{-3})\zeta(3)$. Stopping at $n=41$ leaves a remainder below double-precision rounding.

For $y\le1$, let $S(y)=\sum_ne^{-ny}/n^3$. Two derivatives give

$$S''(y)=\sum_n\frac{e^{-ny}}n=-\frac12\ln\tanh\frac y2.$$

The derivative of $\ln\tanh(y/2)$ is $1/\sinh y$, whose expansion is

$$\frac1{\sinh y}=\frac1y-\sum_{k\ge1}\frac{2(2^{2k-1}-1)B_{2k}}{(2k)!}y^{2k-1}.$$

Integrating once, with $\ln\tanh(y/2)\to\ln(y/2)$ as $y\to0$,

$$S''=\frac12\ln\frac2y+\sum_{k\ge1}\frac{(2^{2k-1}-1)B_{2k}}{2k(2k)!}y^{2k}.$$

Two more integrations use $S'(0)=-\sum_nn^{-2}=-\pi^2/8$ and $S(0)=7\zeta(3)/8$. The logarithm integrates to $\frac{y^2}{4}[\ln(2/y)+\frac32]$, as two differentiations confirm. Since $D=S(0)-S$,

$$D(y)=\frac{\pi^2y}8-\frac{y^2}4\left[\ln\frac2y+\frac32\right]-\sum_{k\ge1}a_ky^{2k+2}, \tag{3}$$

$$a_k=\frac{(2^{2k-1}-1)B_{2k}}{2k(2k)!(2k+1)(2k+2)}.$$

The nearest nonzero singularities of $1/\sinh y$ are at $y=\pm i\pi$, so the power series has radius $\pi$. At $y=1$ successive terms shrink by roughly $\pi^{-2}$, and 17 terms suffice in double precision.

## Accelerating the alternating sum

If $g$ is large, $r$ is close to 1 and plain image summation is slow, because its terms shrink only through the factor $r^{m-1}$. Let $T_N$ be the Chebyshev polynomial and $p(x)=T_N(1-2x)$. Then $|p|\le1$ on $[0,1]$, while $p(-1)=T_N(3)=\cosh(N\,\mathrm{arcosh}\,3)$ is large. Define coefficients by

$$\frac{T_N(3)-p(x)}{1+x}=\sum_{k=0}^{N-1}c_kx^k.$$

The division is exact because the numerator vanishes at $x=-1$. Replace the infinite sum in (2) by

$$A_N=\frac1{T_N(3)}\sum_{k=0}^{N-1}c_kr^kD((k+1)t).$$

The signs are contained in $c_k$. For one power sequence $x^k$, this rule approximates $\sum_k(-x)^k=1/(1+x)$ with error $h(x)/T_N(3)$, where $h(x)=p(x)/(1+x)$. Here each harmonic contributes $r^k-q(rq)^k$, so

$$A_\infty-A_N=\frac1{T_N(3)}\sum_n\frac{h(r)-q\,h(rq)}{n^3},$$

where $A_\infty$ denotes the full sum.

To bound the difference, differentiate $qh(rq)$ with respect to $q$. This gives $h(x)+xh'(x)$ at $x=rq$. Markov's inequality gives $|p'|\le2N^2$ on $[0,1]$. Hence $|h'|\le2N^2+1$, $|h|\le1$, and

$$|h(r)-qh(rq)|\le2(N^2+1)(1-q).$$

Summation gives $|A_\infty-A_N|\le2(N^2+1)D(t)/T_N(3)$. In (1), the denominator is at most 4, so $A_\infty\ge D(t)/4$. The relative truncation error therefore satisfies

$$\frac{|A_\infty-A_N|}{A_\infty}\le\frac{8(N^2+1)}{T_N(3)}. \tag{4}$$

The bound holds for every $t>0$ and finite $g\ge1$. It concerns truncation in exact arithmetic, not rounding.

## Pseudocode, cost and stability

The coefficients obey $c_0=T_N(3)-1$ and $c_k=-p_k-c_{k-1}$, where $p_k$ is the coefficient of $x^k$ in $p$. In the recursion below, `b` holds $-p_k$.

```
function D(y):
    if y > 1:
        return 7*zeta(3)/8 - sum(exp(-n*y)/n^3, n=1,3,...,41)
    return pi^2*y/8 - y^2/4*(log(2/y)+3/2)
           - sum(a[k]*y^(2*k+2), k=1,...,17)

function F(t, g, N=26):
    require t > 0 and g >= 1
    r = (g-1)/(g+1)
    s = (3+sqrt(8))^N;  T = (s + 1/s)/2
    b = -1;  weight = -T;  total = 0
    for k = 0,...,N-1:
        weight = b - weight
        total = total + (weight/T)*r^k*D((k+1)*t)
        b = b*(k+N)*(k-N)/((k+1/2)*(k+1))
    return 2*g/(1+g)^2*total

U = 32*P^2*w/pi^2 * F(pi*c*d/w, g)
```

When $k=0$, $r^k$ must be taken as 1 even if $r=0$. The coefficients $a_k$ are computed once. Each energy needs $N$ values of $D$, each with about 20 elementary terms, so the cost does not grow as $t\to0$.

At $N=26$ the bound (4) is of order $10^{-16}$. Increasing $N$ further gains nothing in double precision, because the truncation error is already at the level of rounding. Tests at $g=1,8,100$ and five values of $t$ from $10^{-4}$ to 40 gave a largest relative difference of $1.6\times10^{-14}$ from a million-term harmonic sum with a tail estimate. A relative rounding error in `T` multiplies the $N$-term plain image sum, which for large $g$ and small $t$ is about $2N$ times the result. Evaluating `T` as $\cosh(N\,\mathrm{arcosh}\,3)$ in double precision raises the error to about $10^{-13}$ at $g=100$, so the power form is used.

For $g=8$ and $t=0.001$, the relative errors are:

| Images | Plain sum | Accelerated | Bound (4) |
|---:|---:|---:|---:|
| 4 | 2.9 | $1.8\times10^{-2}$ | $2.4\times10^{-1}$ |
| 8 | 2.0 | $4.0\times10^{-5}$ | $7.8\times10^{-4}$ |
| 12 | 1.1 | $3.4\times10^{-8}$ | $1.5\times10^{-6}$ |

The large plain errors follow from the linear part of $D$. While the contributing images have $mt\ll1$, the sum is proportional to $\sum_mm(-r)^{m-1}=(1+r)^{-2}$. Its remainder after $N$ images is

$$(-r)^N\left[\frac N{1+r}+\frac1{(1+r)^2}\right],$$

so the relative error is approximately $r^N[1+N(1+r)]$. With $r=7/9$ and $N=12$ this is 1.1, as found.

## Narrow-stripe limit

For $t\gg1$, $q$ is small and $(1-q)/(1+rq)=1-(1+r)q+O(q^2)$. The first exponential correction comes from $n=1$:

$$F=\frac{7\zeta(3)}{8(1+g)}-\frac{2g}{(1+g)^2}e^{-t}+O(e^{-2t}). \tag{5}$$

Consequently

$$U\to\frac{28\zeta(3)}{\pi^2(1+g)}P^2w.$$

The energy becomes independent of thickness because the fields of the two surfaces no longer overlap appreciably. For $g=1$ the coefficient is $14\zeta(3)/\pi^2$.

## Wide-stripe limit

Now let $t\to0$ at fixed $g$. Insert (3) into (2) through order $y^4$, where $a_1=1/288$. The remainder of $D(y)$ is bounded by a constant times $y^6$ for all $y>0$: by the series at small $y$, and by the growth of the retained terms at large $y$. Since $\sum_mr^{m-1}m^6$ converges, termwise expansion leaves an error $O(t^6)$.

The required sums, with $1+r=2g/(1+g)$ and $1-r=2/(1+g)$, are

$$\sum_m(-r)^{m-1}m=\frac1{(1+r)^2}=\frac{(1+g)^2}{4g^2},$$

$$\sum_m(-r)^{m-1}m^2=\frac{1-r}{(1+r)^3}=\frac{(1+g)^2}{4g^3},$$

$$\sum_m(-r)^{m-1}m^4=\frac{(1-r)(1-10r+r^2)}{(1+r)^5}=\frac{(3-2g^2)(1+g)^2}{4g^5}.$$

The logarithm in $D(mt)$ is $\ln(2/t)-\ln m$. Its second part produces a constant,

$$\lambda(g)=\frac{4g^3}{(1+g)^2}\sum_m(-r)^{m-1}m^2\ln m.$$

Multiplying by the prefactor in (2) gives

$$F=\frac{\pi^2t}{16g}-\frac{t^2}{8g^2}\left[\ln\frac2t+\frac32-\lambda\right]+\frac{2g^2-3}{576g^4}t^4+O(t^6). \tag{6}$$

Restoring the factor $32P^2w/\pi^2$, and using $c/g=1/\varepsilon_z$,

$$U=\frac{2\pi P^2d}{\varepsilon_z}-\frac{4P^2d^2}{\varepsilon_z^2w}\left[\ln\frac{2w}{\pi cd}+\frac32-\lambda\right]+\cdots. \tag{7}$$

The first term is the energy of a uniformly polarized film. The second is the reduction due to the walls, whose number per unit length is $1/w$. For $g=1$, $\lambda=0$. The first corrections in (5) and the $t^4$ coefficient in (6) were tested at $g=1$ and $g=8$.

## Kittel scaling and its failure

Let $\gamma$ be the wall energy per wall area. There is one wall per width $w$, so the total energy per film area is $E=\gamma d/w+U$. In the narrow limit write $U=Cw$, with $C=28\zeta(3)P^2/[\pi^2(1+g)]$. Then $-\gamma d/w^2+C=0$ gives Kittel's law,

$$w_K^2=\frac{\gamma d}{C}=\frac{\pi^2(1+g)\gamma d}{28\zeta(3)P^2}.$$

The correction in (5) shows how the law starts to fail. Because $w\,dt/dw=-t$, $d(wF)/dw=F-tF'(t)$, and stationarity becomes

$$w^2\simeq\frac{w_K^2}{1-\dfrac{16g}{7\zeta(3)(1+g)}(1+t)e^{-t}}. \tag{8}$$

This correction holds for $t\gg1$, and only the root close to $w_K$ is meaningful. For $g$ above about 1.11 the denominator turns negative at large $w$. Equation (8) then has either a second, spurious root at larger $w$ or, in thin films, no root at all, as at 20 Å and 10 Å in the example below. The denominator is below 1, so finite thickness first makes the stripes wider than $w_K$.

In the wide limit set $K=4P^2d^2/\varepsilon_z^2$ and let $L$ be the bracket in (7). Since $dL/dw=1/w$,

$$\frac{dE}{dw}=\frac{K(L-1)-\gamma d}{w^2}.$$

This changes from negative to positive at $L=1+\gamma d/K$, which is therefore a minimum:

$$w=\frac{\pi cd}2\exp\left[-\frac12+\lambda+\frac{\gamma\varepsilon_z^2}{4P^2d}\right]. \tag{9}$$

The result may be used if it satisfies $w\gg cd$. Its energy lies $K/w$ below that of the uniform film. The width grows exponentially in $1/d$ as the film thins, whereas Kittel's law predicts a decrease.

## Worked example

Take the round model parameters $P=0.005$ e/Å$^2$, $\varepsilon_x=16$, $\varepsilon_z=4$ and $\gamma=0.01$ eV/Å$^2$. Then $g=8$, $c=2$ and $\lambda=-6.5945$. The Coulomb constant times $P^2$ is $3.5999\times10^{-4}$ eV/Å$^3$.

At $d=100$ Å and $w=100$ Å, $t=2\pi$ and $F=0.116498$. Hence

$$U=\frac{32(3.5999\times10^{-4})(100)}{\pi^2}(0.116498)=0.013598\ \text{eV/Å}^2,$$

or $1.3993\times10^{-4}$ hartree/bohr$^2$. The narrow limit gives 0.013641 eV/Å$^2$, about 0.3% higher than $U$.

For $w=10{,}000$ Å, $t=0.062832$. The uniform-film energy is 0.056547 eV/Å$^2$. The correction in (7) is

$$\frac{4(3.5999\times10^{-4})(100)^2}{4^2(10{,}000)}(3.4604+1.5+6.5945)=0.001040\ \text{eV/Å}^2.$$

Subtraction gives 0.055507 eV/Å$^2$, equal to the full result at this precision. More than half of the bracket comes from $-\lambda$, so keeping the logarithm alone would be a poor approximation here.

The equilibrium widths are:

| $d$ (Å) | $w$ (Å) | $w_K$ (Å) | $t$ |
|---:|---:|---:|---:|
| 1000 | 270.8 | 270.8 | 23.2 |
| 100 | 86.0 | 85.6 | 7.30 |
| 30 | 52.7 | 46.9 | 3.58 |
| 20 | 52.3 | 38.3 | 2.40 |
| 10 | 1744.6 | 27.1 | 0.036 |

At 100 Å, (8) has denominator $1-0.0094$, which raises the width by 0.5%, as in the table. At 10 Å, the last term in the exponent of (9) is $0.16/0.0144=11.111$. The full exponent is $-0.5-6.5945+11.111=4.017$, and $31.416\,e^{4.017}$ gives about 1744 Å. At 20 Å the same formula gives about 13 Å, which violates $w\gg cd=40$ Å; the full energy must be minimized there.

All these numbers show the mathematics of the continuum model, not predictions for a material. At a stripe centre, the field just inside the surface has magnitude $4\pi cP/(1+g)$ for narrow stripes and $4\pi P/\varepsilon_z$ for wide ones. Here these are about 2.0 and 2.3 GV/m, well above the usual breakdown fields of ferroelectric oxides. At equilibrium the voltage across the 100 Å film is about 6 V, more than the band gap of common ferroelectric oxides divided by $e$. Free or adsorbed charge, which the model leaves out, would be expected to screen the surfaces of a real film. At 10 Å, fixed $P$, sharp walls and a thickness-independent $\gamma$ are doubtful as well.

## Failure modes

- **Permittivity range.** For $g<1$, $r$ is negative. The image sum no longer alternates, and the derivation of (4) does not apply.
- **Large $g$ in the wide expansion.** The terms defining $\lambda$ grow before they decay, with a peak near $m\sim g$. Direct summation then loses digits to cancellation. The accelerated sum for $F$ does not need $\lambda$.
- **Flat minima.** At the minimum in the wide regime, $d^2E/d(\ln w)^2=K/w$. An energy error $\delta E$ can shift $\ln w$ by about $\sqrt{2w\,\delta E/K}$. The width is then less accurate than the energy.
- **Different physics.** Electrodes or surface screening charges change the boundary conditions. A polarization that responds nonlinearly to the field changes the energy itself. Neither can be repaired by adding more images.

The remaining digits and comparisons are in the numerical output below.

## Computed results

```
P = 0.005 e/A^2; wall = 0.010 eV/A^2
eps_x = 16; eps_z = 4; g = 8; c = 2
Coulomb constant = 14.399645 eV A/e^2
Coulomb constant times P^2 = 3.599911e-04 eV/A^3
wide-limit constant lambda = -6.594505
Poisson grid check, d/w = 0.5, U/(P^2 w) in atomic units:
 eps=(1,1): grid 1.367451, series 1.367567
 eps=(16,4): grid 0.352077, series 0.352136
largest relative error, 26 images = 1.6e-14
Fixed thickness d = 100 A; energies in eV/A^2:
 w=10 A: t=62.831853, F=0.11686664
  U=0.00136406, narrow=0.00136406, uniform=0.05654728
 w=100 A: t=6.283185, F=0.11649830
  U=0.01359758, narrow=0.01364057, uniform=0.05654728
  U=1.399308e-04 hartree/bohr^2
 w=10000 A: t=0.062832, F=0.00475564
  U=0.05550737, narrow=1.36405729, uniform=0.05654728
  wide limit with logarithm=0.05550736
Convergence at t = 0.001, g = 8; F = 7.7075629291e-05
direct harmonics for relative error 1e-8 = 94921
 4 images: plain 2.9e+00, fast 1.8e-02, bound 2.4e-01
 8 images: plain 2.0e+00, fast 4.0e-05, bound 7.8e-04
 12 images: plain 1.1e+00, fast 3.4e-08, bound 1.5e-06
Equilibrium widths (d, w and Kittel w in A):
 d=1000: w=270.760, Kittel=270.759, t=23.2058
 d=100: w=86.029, Kittel=85.622, t=7.3036
 d=30: w=52.706, Kittel=46.897, t=3.5763
 d=20: w=52.296, Kittel=38.291, t=2.4029
 d=10: w=1744.634, Kittel=27.076, t=0.0360
wide-limit width at d = 10 A = 1744.450 A
```
